Shockley surface states from gap matching: the sign of V_G, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Two-wave solution and matching to vacuum

### 1.1 Definitions and conventions

The algebra uses atomic units, ħ = m = e = 1. Numbers are given in eV and Å. To evaluate a formula in those units, each kinetic term k²/2 is replaced by Ck²/2, with C = ħ²/m = 7.6200 eV Å².

One electron moves along z in a fixed, real, one-dimensional potential. The crystal fills z < 0 and vacuum fills z > 0. The plane z = 0 is the termination plane. The layer spacing is a, and

G = 2π/a, g = G/2 = π/a, ε = g²/2.

Here g is the wave number at the zone boundary and ε is the free-electron energy there. The ion planes lie at z = −a/2, −3a/2, −5a/2 and so on, so the termination plane is half a spacing beyond the last ion plane. Energies are measured from the mean crystal potential. The crystal potential has one Fourier component,

V(z) = 2V_G cos[G(z + a/2)], z < 0.

V_G is real and is referred to the ions. For V_G < 0 the potential is lowest at the ion planes; for V_G > 0 it is highest there, as can happen for a pseudopotential. Because Ga/2 = π, the same potential reads

V(z) = −2V_G cos Gz.

The Fourier coefficient referred to the termination plane is therefore −V_G. A statement about the sign of V_G has no content until the origin is named.

The vacuum potential is a constant W. A surface state is a solution that decays in both directions, at an energy E inside the first zone-boundary gap and below W. The result is this:

- If V_G > 0, the lower gap edge is odd (p-like) about the ion planes, and there is one surface state for every W above the lower edge.
- If V_G < 0, the lower edge is even (s-like) about the ion planes, and there is no surface state.

Part 1 shows this in the two-wave model with |V_G| < ε. Part 2 removes the two-wave approximation and gives the conditions under which the rule fails.

### 1.2 The decaying solution in the gap

Near the zone boundary the waves e^{igz} and e^{−igz} have the same kinetic energy, and the potential couples them directly. The trial solution is

ψ(z) = e^{κz}(A e^{igz} + B e^{−igz}), κ > 0.

The positive sign of κ makes ψ decay into the crystal, where z → −∞. The kinetic operator multiplies the first term by

−(κ + ig)²/2 = −(κ² − g² + 2iκg)/2 = ε − κ²/2 − iκg,

and the second by the complex conjugate, ε − κ²/2 + iκg. The potential is

V(z) = −V_G(e^{2igz} + e^{−2igz}).

Acting on the A term it produces e^{3igz} and e^{−igz}; acting on the B term it produces e^{igz} and e^{−3igz}. The waves with ±3g have kinetic energy 9ε, which is 8ε above the gap. They are dropped here, which requires |V_G| ≪ 8ε. Equating the coefficients of e^{igz} and e^{−igz} gives

(ε − κ²/2 − iκg − E)A − V_G B = 0,
−V_G A + (ε − κ²/2 + iκg − E)B = 0.

Define

D = E − ε + κ²/2.

The two diagonal entries are −D − iκg and −D + iκg. Their product is D² + κ²g², so a nonzero solution requires

D² + κ²g² = V_G²,

that is,

E = ε − κ²/2 ± √(V_G² − κ²g²).

For matching one needs κ at a given E. Let x = κ²/2. Since g² = 2ε, κ²g² = 4εx, and the condition becomes

(E − ε + x)² + 4εx = V_G².

Expanding the square and collecting powers of x,

x² + 2(E + ε)x + (E − ε)² − V_G² = 0.

The solution that can be positive is

x = −(E + ε) + √[(E + ε)² − (E − ε)² + V_G²].

The difference of squares is 4εE, hence

κ²/2 = √(4εE + V_G²) − E − ε.

The product of the two roots is (E − ε)² − V_G². It is negative when ε − |V_G| < E < ε + |V_G|, so inside the gap one root is positive and the other negative. The positive root gives one value κ > 0 and hence one solution decaying into the crystal. The negative root is close to x = −4ε and means a real shift of wave number close to 2g. It describes a wave near g coupled to one near 3g, with the resonant partner near −g left out. It is an artefact of the truncated basis and is discarded.

The decay constant vanishes at both edges. Between them it is largest where the energy derivative of κ²/2 vanishes:

2ε/√(4εE + V_G²) − 1 = 0.

The square root then equals 2ε, so E = ε − V_G²/(4ε) and κ²/2 = V_G²/(4ε) = V_G²/(2g²). The maximum is therefore κ = |V_G|/g. In this model a wider gap permits stronger localization.

### 1.3 The phase carries the sign of V_G

The decay constant depends on V_G², so the sign must enter through the ratio B/A. The first amplitude equation gives

B/A = (ε − κ²/2 − iκg − E)/V_G = −(D + iκg)/V_G.

Its modulus is one, because D² + κ²g² = V_G². One may therefore write B/A = e^{−2iδ} with real δ. Choosing A = e^{iδ}/2 gives B = e^{−iδ}/2 and

ψ(z) = e^{κz} cos(gz + δ).

The real and imaginary parts of e^{−2iδ} = cos 2δ − i sin 2δ are compared with those of −(D + iκg)/V_G:

cos 2δ = −D/V_G,
sin 2δ = κg/V_G.

Changing δ by π only reverses the sign of ψ, so δ can be restricted to an interval of length π. Since κ and g are positive, sin 2δ has the sign of V_G:

- V_G > 0: 0 < δ < π/2.
- V_G < 0: −π/2 < δ < 0.

Solving the two relations for κ and E gives a parametric form that is convenient in a program:

κ = (V_G/g) sin 2δ,
E = ε − κ²/2 − V_G cos 2δ.

### 1.4 The gap edges

At an edge κ = 0, so sin 2δ = 0 and δ is 0 or ±π/2. The two edge functions and energies are

δ = 0: ψ = cos gz, E = ε − V_G,
δ = ±π/2: ψ = ∓sin gz, E = ε + V_G.

The symmetry about an ion plane follows by setting z = −a/2 + s. Because ga/2 = π/2,

cos gz = cos(gs − π/2) = sin gs,
sin gz = sin(gs − π/2) = −cos gs.

Thus cos gz is odd about the ion and p-like, whereas sin gz is even about the ion and s-like. For V_G > 0 the p-like function is the lower edge, and this order is called inverted. For V_G < 0 the s-like function is lower.

The energies have a direct meaning. Normalized to a cell mean of one, the density of cos gz is 2cos² gz = 1 + cos Gz. Its average potential energy is the cell mean of −2V_G cos Gz (1 + cos Gz), which is −V_G. With V_G > 0 the potential is lowest at the termination plane, and the lower edge has its maximum density there.

### 1.5 Matching to the vacuum tail

In vacuum the decaying solution is

ψ(z) = F e^{−qz}, q = √[2(W − E)].

The potential is finite, so ψ and ψ′ are continuous at z = 0. If ψ(0) were zero, F would vanish and ψ′(0) would vanish too, which leaves no state. One may therefore divide the two conditions and match ψ′/ψ. On the crystal side,

ψ′(z) = κe^{κz} cos(gz + δ) − g e^{κz} sin(gz + δ),

so

ψ′(0)/ψ(0) = κ − g tan δ.

On the vacuum side the ratio is −q. Hence

g tan δ = κ + q.

The right side is positive. For V_G < 0, δ lies between −π/2 and 0, so tan δ is negative and no solution exists. This conclusion does not depend on the value of W.

The sign has a simple meaning. The vacuum tail falls in magnitude as z increases. The crystal solution must arrive at the plane already falling, although its envelope e^{κz} is rising. The cosine must therefore have passed a maximum shortly before the plane. For V_G > 0 it has; for V_G < 0 the magnitude is still rising at the plane throughout the gap.

### 1.6 One root for V_G > 0

Let 0 < V_G < ε and let W lie above the lower edge. Define the mismatch

f(δ) = g tan δ − κ(δ) − q(E(δ)).

The first two terms are g tan δ − (V_G/g) sin 2δ. Their derivative is

g/cos² δ − (2V_G/g) cos 2δ ≥ g − 2V_G/g = g(1 − V_G/ε) > 0.

The inequality uses 1/cos² δ ≥ 1 and cos 2δ ≤ 1; the last equality uses g² = 2ε. For the third term the direction of E(δ) is needed. From κ = (V_G/g) sin 2δ,

κ dκ/dδ = (2V_G²/g²) sin 2δ cos 2δ = (V_G²/ε) sin 2δ cos 2δ,

and therefore

dE/dδ = 2V_G sin 2δ − (V_G²/ε) sin 2δ cos 2δ
= 2V_G sin 2δ [1 − (V_G/2ε) cos 2δ] > 0.

As δ runs from 0 to π/2, the energy rises from the lower to the upper edge, q falls, and −q rises. Every part of f that has been separated is increasing, so f has at most one zero.

It has one. At δ = 0, f = −q < 0. If W is at or above the upper edge, f → +∞ as δ → π/2. If W lies inside the gap, the allowed range ends where E = W and q = 0. There, with sin 2δ = 2 tan δ cos² δ,

f = g tan δ [1 − (V_G/ε) cos² δ] > 0.

In both cases f changes sign once, and there is one surface state. A program can find it by bracketing f between these end points.

### 1.7 Weak-gap formulas

Let V_G → 0+ at fixed W > ε. Then κ is of first order in V_G and E differs from ε by first order. To leading order the matching condition is

tan δ₀ = q₀/g, q₀ = √[2(W − ε)].

The double-angle formulas need g² + q₀² = 2ε + 2W − 2ε = 2W and g² − q₀² = 4ε − 2W:

cos 2δ₀ = (g² − q₀²)/(g² + q₀²) = 2ε/W − 1,
sin 2δ₀ = 2gq₀/(g² + q₀²) = gq₀/W.

Inserting them in the parametric form and dropping κ²/2, which is of second order, gives

E_s ≈ ε + V_G(1 − 2ε/W),
κ ≈ V_G q₀/W.

These expressions require V_G to be small compared with both ε and W − ε; the second condition keeps the change of q small. At W = 2ε the state is at mid-gap and κ reaches its maximum V_G/g. For W → ∞ it approaches the upper edge and κ → 0. A higher barrier thus does not by itself localize the state more strongly in the crystal.

### 1.8 Numerical example in the two-wave model

The parameters are round values and represent no particular material: a = 3.0 Å, V_G = 1.0 eV and W = 10.0 eV. Then g = π/a = 1.0472 Å⁻¹ and

ε = 7.6200 × 1.0472²/2 = 4.178 eV.

The two-wave edges are 3.178 and 5.178 eV. The weak-gap energy is

E_s ≈ 4.178 + 1.0 × (1 − 8.356/10.0) = 4.342 eV,

and the corresponding decay constant is 0.124 Å⁻¹.

Solving f(δ) = 0 without the weak-gap expansion gives δ = 51.95°. The parametric form then yields

κ = 1.0 × sin 103.90°/(7.6200 × 1.0472) = 0.1216 Å⁻¹,
E = 4.178 − 0.056 + 0.240 = 4.362 eV.

The three terms are ε, −Cκ²/2 and −V_G cos 2δ. With q = 1.2165 Å⁻¹, κ + q = 1.3381 Å⁻¹, equal to g tan δ to the digits shown. For V_G = −1.0 eV the gap has the same edges, but the left side of the matching condition is negative throughout it.

## Part 2. Proof for the full potential, and limits of the rule

### 2.1 Symbols and results carried over

The crystal fills z < 0, with spacing a and ion planes at −a/2, −3a/2 and so on; g = π/a and ε = g²/2. V_G is the Fourier coefficient of the crystal potential referred to the ions, W is the vacuum level above the mean crystal potential, and q = √[2(W − E)]. In the gap the two-wave solution is e^{κz} cos(gz + δ), with sin 2δ = κg/V_G and E = ε − κ²/2 − V_G cos 2δ. Matching requires g tan δ = κ + q, which has one root for V_G > 0 and none for V_G < 0. To first order, E_s = ε + V_G(1 − 2ε/W) and κ = V_G q₀/W, where q₀ is q at E = ε.

The proof below keeps all waves. It uses a bounded, real potential V(z) of period a, continued over all z, that is even about the termination plane: V(−z) = V(z). The cosine potential of Part 1 has this property. The gap is open and its edge levels are nondegenerate.

### 2.2 The crystal slope from one cell

Integrating the Schrödinger equation

ψ″ = 2(V − E)ψ

from z = −a to z = 0 gives a real matrix M:

ψ(0) = M₁₁ψ(−a) + M₁₂ψ′(−a),
ψ′(0) = M₂₁ψ(−a) + M₂₂ψ′(−a).

The Wronskian of two solutions at the same energy is constant, so det M = 1. The eigenvalues are λ and 1/λ. Inside a gap they are real with |λ| ≠ 1; let |λ| > 1. The solution decaying into the crystal is the eigenvector that grows towards positive z:

ψ(z + a) = λψ(z), |λ| = e^{κa}.

Its first component gives M₁₁ψ + M₁₂ψ′ = λψ, and the slope at the termination plane is

L(E) = ψ′(0)/ψ(0) = (λ − M₁₁)/M₁₂.

The mirror symmetry simplifies M. Evenness about z = 0 and periodicity imply evenness about the cell centre −a/2. Reflection there exchanges the ends of the cell and reverses derivatives, so M⁻¹ is obtained from M by reversing the signs of M₁₂ and M₂₁. The general inverse of a matrix with unit determinant also exchanges M₁₁ and M₂₂. Hence M₁₁ = M₂₂, and det M = 1 becomes

M₁₂M₂₁ = M₁₁² − 1.

The eigenvalue equation gives (λ − M₁₁)² = M₁₂M₂₁, so

L² = M₂₁/M₁₂.

At a gap edge λ = ±1 and M₁₁² = 1, so M₁₂M₂₁ = 0. For a nondegenerate edge one of the two factors vanishes. If M₂₁ = 0, the edge function has zero derivative at the plane; it is even about it, and L → 0. If M₁₂ = 0, the edge function vanishes at the plane; it is odd about it, and |L| → ∞.

### 2.3 L keeps one sign inside the gap

Suppose ψ′(0) = 0 at an energy inside the gap. Extend ψ to z > 0 by ψ(−z) = ψ(z). The extension has a continuous derivative and, because V is even, solves the equation of the infinite periodic crystal. It decays in both directions. But a solution that decays to the left obeys ψ(z + a) = λψ(z) with |λ| > 1 for all z, so it grows to the right. This is a contradiction.

If ψ(0) = 0, the odd extension ψ(−z) = −ψ(z) leads to the same contradiction. L therefore has neither a zero nor a pole inside the gap. It is continuous there and keeps one sign.

In the two-wave model there is one surface state for V_G > 0 and none for V_G < 0, and for the full mirror-symmetric potential the slope L has been shown to keep one sign inside the gap. It remains to find how L changes with energy, to count the surface states from that, and to see where the rule fails.

Numerical values quoted here were computed with a short program.
